# Fermi-level pinning by two discrete defect levels near a metal gate: verification in Python

```python
"""Fermi-level pinning by two discrete defect levels near a metal gate.

Result under test: at low temperature the barrier phi_B, plotted against the
metal work function Phi_M, has two flat plateaus of width
    W_j = K N_j d_j,    K = e^2/(eps0 eps_r),
as long as the plateau heights keep the order of the level depths.
N_j: defects per area (nm^-2); d_j: distance from the metal (nm);
depth e_j: level below the local conduction edge (eV); f_j: filling;
nu_j: filling at which the defect is neutral (1 donor, 0 acceptor);
chi: electron affinity of the insulator (eV).
The curve comes from a grid solution of Poisson's equation with Fermi filling.
Energies are in eV and lengths in nm throughout.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

EPS_R, CHI = 20.0, 2.5
K = const.e / const.epsilon_0 * 1e9 / EPS_R          # eV nm
KB = const.k / const.e                               # eV/K
T_LOW, T_ROOM = 4.0, 300.0
DEPTH, DENS, DIST, NEUTRAL = (1.8, 2.1), (0.5, 0.4), (0.5, 1.0), (1, 1)
STEP = 0.001
PHI_M = 3.4 + STEP * np.arange(2601)


def green(planes):
    """Electron energy at each plane, and far away, per unit sheet density."""
    h, n = 0.05, 60
    a = (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)) / h**2
    a[-1, -1] = 1 / h**2                             # zero field far away
    idx = [int(round(z / h)) - 1 for z in planes]
    rhs = np.zeros((n, len(planes)))
    for col, row in enumerate(idx):
        rhs[row, col] = 1 / h
    sol = K * np.linalg.solve(a, rhs)
    return sol[idx], sol[-1]


def bisect(residual):
    """Vectorised root of a residual that increases with its argument."""
    lo, hi = np.full(PHI_M.size, -8.0), np.full(PHI_M.size, 8.0)
    for _ in range(46):
        mid = 0.5 * (lo + hi)
        up = residual(mid) > 0
        hi, lo = np.where(up, mid, hi), np.where(up, lo, mid)
    return 0.5 * (lo + hi)


def barrier_curve(depth, dens, dist, neutral, temp):
    """Self-consistent barrier and fillings for all work functions."""
    g, far = green(dist)
    kt, x = KB * temp, PHI_M - CHI

    def fill_first(f2):
        base = x - depth[0] + g[0, 1] * dens[1] * (f2 - neutral[1])
        y = bisect(lambda t: t + base + g[0, 0] * dens[0]
                   * (expit(t / kt) - neutral[0]))
        return expit(y / kt)

    def outer(y2):
        f2 = expit(y2 / kt)
        f1 = fill_first(f2)
        return (y2 - depth[1] + x + g[1, 0] * dens[0] * (f1 - neutral[0])
                + g[1, 1] * dens[1] * (f2 - neutral[1]))

    f2 = expit(bisect(outer) / kt)
    f1 = fill_first(f2)
    phi = (x + far[0] * dens[0] * (f1 - neutral[0])
           + far[1] * dens[1] * (f2 - neutral[1]))
    return phi, f1, f2


def read_plateaus(phi):
    """Starts, half-slope widths, heights and line offsets read off a curve."""
    flat = (np.gradient(phi, PHI_M) < 0.5).astype(int)
    edge = np.flatnonzero(np.diff(flat))
    left, right = edge[::2], edge[1::2]
    marks = [0] + [int(m) for m in (right[:-1] + left[1:]) // 2] + [-1]
    offsets = np.diff((PHI_M - phi)[marks])
    starts = PHI_M[left] + STEP / 2
    return starts, PHI_M[right] - PHI_M[left], phi[(left + right) // 2], offsets


def predict(depth, dens, dist, neutral):
    """Derived widths, heights and starting work functions."""
    m = min(dist)
    w = K * np.array(dens) * np.array(dist)
    q1, q2 = neutral[0], 1 - neutral[1]
    heights = np.array([depth[0] + K * dens[1] * (dist[1] - m) * q2,
                        depth[1] - K * dens[0] * (dist[0] - m) * q1])
    starts = CHI + np.array([
        depth[0] - w[0] * (1 - neutral[0]) - K * m * dens[1] * q2,
        depth[1] - w[1] * q2 + K * m * dens[0] * q1])
    return w, heights, starts


def half_slope_width(w, temp):
    kt = KB * temp
    root = np.sqrt(1 - 4 * kt / w)
    return w * root + 2 * kt * np.log((1 + root) / (1 - root))


print(f"K = {K:.4f} eV nm; eps_r = {EPS_R:.0f}; chi = {CHI} eV; T = {T_LOW:.0f} K")
W, HEIGHT, START = predict(DEPTH, DENS, DIST, NEUTRAL)
phi, f1, f2 = barrier_curve(DEPTH, DENS, DIST, NEUTRAL, T_LOW)
starts, flats, heights, offsets = read_plateaus(phi)
for j in range(2):
    print(f"level {j+1}: depth {DEPTH[j]} eV, N {DENS[j]} nm^-2, d {DIST[j]} nm,"
          f" K N d = {W[j]:.4f} eV")
    print(f"  plateau from Phi_M {START[j]:.3f} to {START[j]+W[j]:.3f} eV;"
          f" read off: height {heights[j]:.3f}, offset {offsets[j]:.4f},"
          f" half-slope width {flats[j]:.3f} eV")
print(f"ratio 2:1 of offsets {offsets[1]/offsets[0]:.4f}, of N d"
      f" {DENS[1]*DIST[1]/(DENS[0]*DIST[0]):.4f}; gap between plateaus"
      f" {START[1]-START[0]-W[0]:.3f} eV")

print("Phi_M (eV)  phi_B (eV)  f1     f2")
for p in np.arange(4.2, 5.35, 0.1):
    i = int(round((p - PHI_M[0]) / STEP))
    print(f"{p:8.1f} {phi[i]:11.3f} {f1[i]:8.3f} {f2[i]:6.3f}")

# Character plot of the same curve
columns = np.interp(4.1 + 0.025 * np.arange(53), PHI_M, phi)
rows = np.rint((columns - 1.6) / 0.05).astype(int)
for r in range(14, -1, -1):
    print(f"{1.6+0.05*r:5.2f} |" + "".join("*" if q == r else " " for q in rows).rstrip())
print("phi_B (eV) upward; Phi_M from 4.10 to 5.40 eV, 0.025 eV per column")

# Change density, distance, order of the sheets and charge type
cases = [("base", DENS, DIST, NEUTRAL),
         ("N1 doubled", (1.0, 0.4), DIST, NEUTRAL),
         ("d1 doubled", DENS, (1.0, 1.0), NEUTRAL),
         ("N2 halved", (0.5, 0.2), DIST, NEUTRAL),
         ("level 1 outside", DENS, (0.8, 0.5), NEUTRAL),
         ("two acceptors", DENS, DIST, (0, 0))]
for name, dens, dist, neutral in cases:
    w, h, s = predict(DEPTH, dens, dist, neutral)
    curve = barrier_curve(DEPTH, dens, dist, neutral, T_LOW)[0]
    s_num, flat_num, h_num, off_num = read_plateaus(curve)
    assert len(off_num) == 2
    assert np.allclose(off_num, w, atol=1e-5)
    # flat lengths and starts are limited by the grid step and by thermal rounding
    assert np.allclose(flat_num, half_slope_width(w, T_LOW), atol=2.5 * STEP)
    assert np.allclose(s_num, s, atol=0.005)
    assert np.allclose(h_num, h, atol=0.002)
    ratio = off_num / (np.array(dens) * np.array(dist))
    print(f"{name}: widths {off_num[0]:.4f}, {off_num[1]:.4f} eV; width/(N d)"
          f" {ratio[0]:.4f}, {ratio[1]:.4f} eV nm; heights {h_num[0]:.3f}, {h_num[1]:.3f} eV")

# Height order violated: a single plateau, pinned by the outer level
depth_m, neutral_m = (1.8, 1.9), (1, 0)
_, h_pred, _ = predict(depth_m, DENS, DIST, neutral_m)
assert h_pred[0] > h_pred[1]
merged = read_plateaus(barrier_curve(depth_m, DENS, DIST, neutral_m, T_LOW)[0])
assert len(merged[3]) == 1
assert abs(merged[3][0] - W.sum()) < 1e-5
assert abs(merged[1][0] - W.sum()) < 0.008
assert abs(merged[2][0] - depth_m[1]) < 0.002
print(f"merged case (depths 1.8, 1.9 eV; outer acceptor): one plateau at"
      f" {merged[2][0]:.3f} eV, width {merged[3][0]:.4f} eV")

# Room temperature
warm = barrier_curve(DEPTH, DENS, DIST, NEUTRAL, T_ROOM)[0]
_, flat_w, _, off_w = read_plateaus(warm)
slope_w = np.gradient(warm, PHI_M)
middle = 0.5 * (START[0] + W[0] + START[1])
slope_min = np.array([slope_w[PHI_M < middle].min(), slope_w[PHI_M > middle].min()])
assert np.allclose(slope_min, 1 / (1 + W / (4 * KB * T_ROOM)), atol=0.003)
assert np.allclose(flat_w, half_slope_width(W, T_ROOM), atol=0.004)
assert np.allclose(off_w, W, atol=0.002)
print(f"300 K: least slopes {slope_min[0]:.3f}, {slope_min[1]:.3f}; half-slope widths"
      f" {flat_w[0]:.3f}, {flat_w[1]:.3f} eV; offsets {off_w[0]:.3f}, {off_w[1]:.3f} eV")

# Point charges with images on a square lattice instead of smeared sheets
COUL = K / (4 * np.pi)
bits = ((np.arange(2**16)[:, None] >> np.arange(16)) & 1).astype(float)
count = bits.sum(axis=1).astype(int)
for j in range(2):
    a, d, n = DENS[j]**-0.5, DIST[j], 200
    ix, iy = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1), indexing="ij")
    r, r_max = a * np.hypot(ix, iy), a * n
    inside = r <= r_max
    z = 8.0
    far_pot = COUL * (1 / np.hypot(r, z - d) - 1 / np.hypot(r, z + d))[inside].sum()
    far_pot += COUL * 2 * np.pi * DENS[j] * (np.hypot(r_max, z + d) - np.hypot(r_max, z - d))
    assert abs(far_pot - W[j]) < 1e-4
    use = inside & (r > 0)
    pair = np.zeros((4, 4))
    np.add.at(pair, (ix[use] % 4, iy[use] % 4),
              COUL * (1 / r[use] - 1 / np.hypot(r[use], 2 * d)))
    pair += COUL * 2 * np.pi * DENS[j] * (np.hypot(r_max, 2 * d) - r_max) / 16
    window = pair.sum()
    sx, sy = np.divmod(np.arange(16), 4)
    matrix = pair[(sx[:, None] - sx) % 4, (sy[:, None] - sy) % 4]
    energy = 0.5 * ((bits @ matrix) * bits).sum(axis=1)
    best = np.array([energy[count == k].min() for k in range(17)])
    first = min(best[k] / k for k in range(1, 17))
    last = max((best[16] - best[k]) / (16 - k) for k in range(16))
    # the periodic cell repeats each charge, which costs the self-replica term
    assert abs(last - first - (window - pair[0, 0])) < 1e-9
    assert window < W[j]
    # continuum of gap states close to the metal, responding linearly
    dos, delta, level_0 = 1.0, 0.2, 2.0
    g, _ = green((delta, d))
    ends = []
    for filling in (1, 0):
        q = DENS[j] * (filling - NEUTRAL[j])
        lhs = [[1, g[1, 0]], [dos, 1 + dos * g[0, 0]]]
        rhs = [DEPTH[j] - g[1, 1] * q, dos * (level_0 - g[0, 1] * q)]
        ends.append(np.linalg.solve(lhs, rhs)[0])
    wide = ends[1] - ends[0]
    assert abs(wide - W[j] * (1 + K * dos * delta * (1 - delta / d))) < 1e-9
    print(f"level {j+1}: point-charge window S {window:.3f} eV, W-S {W[j]-window:.3f} eV;"
          f" width with gap states (1e14 /cm2/eV at {delta} nm) {wide:.3f} eV")

# Applied field, internal field and tunnelling time
field = 1.0                                           # MV/cm
print(f"gate field {field:.0f} MV/cm moves the levels by {field*0.1*DIST[0]:.3f} and"
      f" {field*0.1*DIST[1]:.3f} eV")
print(f"internal field, both levels empty: {10*K*sum(DENS):.2f} MV/cm at the metal,"
      f" {10*K*DENS[1]:.2f} MV/cm between the sheets")
mass, attempt = 0.2, 1e13
decay = np.sqrt(2 * mass * const.m_e * DEPTH[1] * const.e) / const.hbar * 1e-9
print(f"tunnelling, level 2 (mass {mass} m_e, attempts {attempt:.0e} /s): decay"
      f" {decay:.2f} /nm, time {np.exp(2*decay*DIST[1])/attempt:.1e} s")
print("all assertions hold")
```

Running it gives:

```
K = 0.9048 eV nm; eps_r = 20; chi = 2.5 eV; T = 4 K
level 1: depth 1.8 eV, N 0.5 nm^-2, d 0.5 nm, K N d = 0.2262 eV
  plateau from Phi_M 4.300 to 4.526 eV; read off: height 1.800, offset 0.2262, half-slope width 0.229 eV
level 2: depth 2.1 eV, N 0.4 nm^-2, d 1.0 nm, K N d = 0.3619 eV
  plateau from Phi_M 4.826 to 5.188 eV; read off: height 2.100, offset 0.3619, half-slope width 0.366 eV
ratio 2:1 of offsets 1.6000, of N d 1.6000; gap between plateaus 0.300 eV
Phi_M (eV)  phi_B (eV)  f1     f2
     4.2       1.700    1.000  1.000
     4.3       1.798    0.993  1.000
     4.4       1.800    0.558  1.000
     4.5       1.801    0.119  1.000
     4.6       1.874    0.000  1.000
     4.7       1.974    0.000  1.000
     4.8       2.074    0.000  1.000
     4.9       2.100    0.000  0.795
     5.0       2.100    0.000  0.520
     5.1       2.100    0.000  0.244
     5.2       2.112    0.000  0.000
     5.3       2.212    0.000  0.000
 2.30 |                                                   **
 2.25 |                                                 **
 2.20 |                                               **
 2.15 |                                             **
 2.10 |                             ****************
 2.05 |                           **
 2.00 |                         **
 1.95 |                       **
 1.90 |                     **
 1.85 |                   **
 1.80 |        ***********
 1.75 |      **
 1.70 |    **
 1.65 |  **
 1.60 |**
phi_B (eV) upward; Phi_M from 4.10 to 5.40 eV, 0.025 eV per column
base: widths 0.2262, 0.3619 eV; width/(N d) 0.9048, 0.9048 eV nm; heights 1.800, 2.100 eV
N1 doubled: widths 0.4524, 0.3619 eV; width/(N d) 0.9048, 0.9048 eV nm; heights 1.800, 2.100 eV
d1 doubled: widths 0.4524, 0.3619 eV; width/(N d) 0.9048, 0.9048 eV nm; heights 1.800, 2.100 eV
N2 halved: widths 0.2262, 0.1810 eV; width/(N d) 0.9048, 0.9048 eV nm; heights 1.800, 2.100 eV
level 1 outside: widths 0.3619, 0.1810 eV; width/(N d) 0.9048, 0.9048 eV nm; heights 1.800, 1.964 eV
two acceptors: widths 0.2262, 0.3619 eV; width/(N d) 0.9048, 0.9048 eV nm; heights 1.981, 2.100 eV
merged case (depths 1.8, 1.9 eV; outer acceptor): one plateau at 1.900 eV, width 0.5881 eV
300 K: least slopes 0.314, 0.222; half-slope widths 0.265, 0.434 eV; offsets 0.226, 0.362 eV
level 1: point-charge window S 0.097 eV, W-S 0.129 eV; width with gap states (1e14 /cm2/eV at 0.2 nm) 0.251 eV
level 2: point-charge window S 0.220 eV, W-S 0.142 eV; width with gap states (1e14 /cm2/eV at 0.2 nm) 0.414 eV
gate field 1 MV/cm moves the levels by 0.050 and 0.100 eV
internal field, both levels empty: 8.14 MV/cm at the metal, 3.62 MV/cm between the sheets
tunnelling, level 2 (mass 0.2 m_e, attempts 1e+13 /s): decay 3.32 /nm, time 7.7e-11 s
all assertions hold
```
